\section*{Energy levels of muonic lead with nuclear size and vacuum polarization, part 1}

(Sections cited here and not found follow in the later parts.)

\section{The physical situation}

A negative muon stopped in lead is captured into an atomic orbit and cascades down to the 1s level. The muon is roughly 200 times heavier than the electron, so its orbit is smaller by that factor. For $Z=82$ the Bohr radius $a_\mu=\hbar c/(Z\alpha m)$, with $m$ the reduced rest energy, is $3.12$ fm, while the nuclear charge extends to roughly $6.6$ fm. The orbit that the point-Coulomb problem predicts lies inside the nucleus, where the potential is not $-Z\alpha\hbar c/r$. The orbit is also small compared with the reduced Compton wavelength of the electron, $\lambda=\hbar c/m_ec^2=386.16$ fm, so the muon moves inside the cloud of virtual electron--positron pairs that screens the nuclear charge. With $Z\alpha=0.598$ relativity raises the point-nucleus 1s binding by about a tenth. In the extended nucleus the correction to the 1s level is much smaller, about $0.07$ MeV, but that is the size of the vacuum-polarization shift, and the 2p fine structure needs the spin, so the Dirac equation is used. No closed solution exists for a realistic charge distribution, and the radial equation must be integrated numerically.

The result for a Fermi distribution with the rough size of lead is a 1s binding of $10.56$ MeV from the electrostatic potential and $10.63$ MeV with the Uehling potential added, against $20.99$ MeV for a point nucleus. These digits take the inputs as exact; the two-figure radius alone leaves the finite-nucleus values uncertain by about $0.04$ MeV. The halving comes from the nuclear size alone; the Uehling term acts in the opposite direction and is $0.64\,\%$ of the final binding.

Hartree units are unnatural at this scale, so energies are in MeV and lengths in fm, with $\hbar c=197.327$ MeV\,fm. The symbol $m$ denotes a rest energy, $E$ includes it, the binding is $B=m-E$, and $K=Z\alpha\hbar c=118.077$ MeV\,fm. The nucleus is a static spherical source. Its recoil enters only through the reduced mass $m=m_\mu M/(m_\mu+M)$, a replacement that is exact in the nonrelativistic two-body problem and approximate in the Dirac equation. Self-energy, vacuum-polarization loops of particles heavier than the electron, the electron vacuum-polarization potential beyond order $\alpha(Z\alpha)$, nuclear polarization and screening by the atomic electrons are left out. The program and its output are printed after this text.

\section{The radial equations and the point-nucleus limit}

Write the Dirac spinor as an upper pair $\phi$ and a lower pair $\chi$. The equation $[c\boldsymbol\alpha\cdot\mathbf p+\beta m+V]\psi=E\psi$ splits into
\begin{equation}
c\,\boldsymbol\sigma\cdot\mathbf p\,\chi=(E-V-m)\phi,\qquad c\,\boldsymbol\sigma\cdot\mathbf p\,\phi=(E-V+m)\chi .
\end{equation}
Because $(\boldsymbol\sigma\cdot\hat{\mathbf r})^2=1$ and $(\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)$,
\begin{equation}
\boldsymbol\sigma\cdot\mathbf p=(\boldsymbol\sigma\cdot\hat{\mathbf r})\,(\boldsymbol\sigma\cdot\hat{\mathbf r})(\boldsymbol\sigma\cdot\mathbf p)=-i\hbar\,(\boldsymbol\sigma\cdot\hat{\mathbf r})\left(\partial_r-\frac{\boldsymbol\sigma\cdot\mathbf L}{r}\right),
\end{equation}
with $\mathbf L$ in units of $\hbar$. The spherical spinors $\Omega_\kappa$ obey $\boldsymbol\sigma\cdot\mathbf L\,\Omega_\kappa=-(\kappa+1)\Omega_\kappa$, where $\kappa=-(l+1)$ for $j=l+\frac12$ and $\kappa=l$ for $j=l-\frac12$. The operator $\boldsymbol\sigma\cdot\hat{\mathbf r}$ commutes with $\mathbf J$, reverses parity and squares to one, so it maps $\Omega_\kappa$ on $\Omega_{-\kappa}$ up to a phase, which is fixed by the convention $\boldsymbol\sigma\cdot\hat{\mathbf r}\,\Omega_\kappa=-\Omega_{-\kappa}$. Put $\phi=(G/r)\Omega_\kappa$ and $\chi=i(F/r)\Omega_{-\kappa}$ with real $G,F$. Using $\partial_r(G/r)=G'/r-G/r^2$,
\begin{align}
\boldsymbol\sigma\cdot\mathbf p\,\phi&=-i\hbar\,\frac1r\left(G'-\frac Gr+\frac{(\kappa+1)G}{r}\right)(-\Omega_{-\kappa})=\frac{i\hbar}{r}\left(G'+\frac{\kappa G}{r}\right)\Omega_{-\kappa},\\
\boldsymbol\sigma\cdot\mathbf p\,\chi&=(-i\hbar)(i)\frac1r\left(F'-\frac Fr-\frac{(\kappa-1)F}{r}\right)(-\Omega_{\kappa})=-\frac{\hbar}{r}\left(F'-\frac{\kappa F}{r}\right)\Omega_\kappa .
\end{align}
The angular factors cancel and leave
\begin{equation}
G'=-\frac{\kappa}{r}G+\frac{E-V+m}{\hbar c}F,\qquad F'=\frac{\kappa}{r}F-\frac{E-V-m}{\hbar c}G,
\label{radial}
\end{equation}
with normalization $\int_0^\infty(G^2+F^2)\,dr=1$.

The point nucleus, $V=-K/r$, supplies both the reference value and the test of the integrator. Let $p=(m+E)/\hbar c$, $q=(m-E)/\hbar c$, $\nu=\sqrt{pq}$, and insert $G=e^{-\nu r}\sum_n a_nr^{n+\gamma_\kappa}$, $F=e^{-\nu r}\sum_n b_nr^{n+\gamma_\kappa}$. Equal powers of $r$ give
\begin{align}
(\gamma_\kappa+n+\kappa)a_n-Z\alpha\,b_n&=\nu a_{n-1}+p\,b_{n-1},\label{rec1}\\
Z\alpha\,a_n+(\gamma_\kappa+n-\kappa)b_n&=q\,a_{n-1}+\nu b_{n-1}.\label{rec2}
\end{align}
For $n=0$ the right sides vanish, the determinant condition is $\gamma_\kappa^2-\kappa^2+(Z\alpha)^2=0$, the regular root is $\gamma_\kappa=\sqrt{\kappa^2-(Z\alpha)^2}$, and $b_0/a_0=(\gamma_\kappa+\kappa)/Z\alpha$. Since $q=\nu^2/p$, the right side of \eqref{rec2} is $\nu/p$ times that of \eqref{rec1}. Subtracting $p$ times \eqref{rec2} from $\nu$ times \eqref{rec1} gives, for every $n$,
\begin{equation}
a_n[\nu(\gamma_\kappa+n+\kappa)-pZ\alpha]=b_n[\nu Z\alpha+p(\gamma_\kappa+n-\kappa)].
\label{ratio}
\end{equation}
At large $n$ this fixes $b_n/a_n\to\nu/p$, and \eqref{rec1} then gives $a_n/a_{n-1}\to2\nu/n$, the behaviour of $e^{2\nu r}$; a bound state needs the series to end. It ends at $n=n_r$ if $\nu a_{n_r}+pb_{n_r}=0$. Inserting $b_{n_r}=-\nu a_{n_r}/p$ in \eqref{ratio}, the $\kappa$ terms cancel and $2\nu(\gamma_\kappa+n_r)=Z\alpha(p-q)=2Z\alpha E/\hbar c$. Squaring, $(m^2-E^2)(n_r+\gamma_\kappa)^2=(Z\alpha E)^2$, which is the Sommerfeld formula
\begin{equation}
E=m\left[1+\left(\frac{Z\alpha}{n_r+\gamma_\kappa}\right)^2\right]^{-1/2},\qquad n_r=n-|\kappa|.
\label{sommerfeld}
\end{equation}
For $n_r=0$ the condition $b_0/a_0=-\nu/p<0$ requires $\gamma_\kappa+\kappa<0$, that is $\kappa<0$. For 1s, with $\gamma\equiv\gamma_{-1}$ and $\gamma^2+(Z\alpha)^2=1$, \eqref{sommerfeld} gives $E=m\gamma$, $\nu=Z\alpha m/\hbar c=1/a_\mu$, and a ratio $F/G=(\gamma-1)/Z\alpha$ that does not depend on $r$. Numerically $B=105.6008\,(1-0.80121)=20.992$ MeV, compared with the Schr\"odinger value $m(Z\alpha)^2/2=18.906$ MeV.

\section{The Fermi charge and its potential}

The charge density, normalized to $\int4\pi s^2\rho\,ds=1$, is
\begin{equation}
\rho(s)=\frac{\rho_0}{1+e^{(s-c)/a}} .
\end{equation}
It falls from $90\,\%$ to $10\,\%$ of $\rho_0$ between $e^{(s-c)/a}=1/9$ and $9$, over the skin thickness $t_s=2a\ln9=4a\ln3$.

The needed integrals follow from the functions $\Lambda_n(y)=-\mathrm{Li}_n(-e^{y})$, defined by $\Lambda_0(y)=1/(1+e^{-y})$ and $\Lambda_n(y)=\int_{-\infty}^y\Lambda_{n-1}$. With $L_n(r)=\Lambda_n((c-r)/a)$ one has $\rho=\rho_0L_0$ and $dL_n/dr=-L_{n-1}/a$, so repeated integration by parts gives
\begin{align}
\int_r^\infty sL_0\,ds&=arL_1+a^2L_2,\\
\int_r^\infty s^2L_0\,ds&=ar^2L_1+2a^2rL_2+2a^3L_3 .
\end{align}
At $r=0$ the second integral is $2a^3\Lambda_3(c/a)$. To make it explicit, integrate the identity $\Lambda_0(y)+\Lambda_0(-y)=1$ from $0$ to $y$ repeatedly. The constants are $\Lambda_2(0)=\sum_k(-1)^{k+1}k^{-2}=\pi^2/12$ and $\Lambda_4(0)=7\pi^4/720$, and the steps are $\Lambda_1(y)-\Lambda_1(-y)=y$, then $\Lambda_2(y)+\Lambda_2(-y)=y^2/2+\pi^2/6$, then $\Lambda_3(y)-\Lambda_3(-y)=y^3/6+\pi^2y/6$. Therefore
\begin{equation}
\frac1{\rho_0}=\frac{4\pi c^3}{3}\left[1+\frac{\pi^2a^2}{c^2}+\frac{6a^3}{c^3}\Lambda_3(-c/a)\right].
\end{equation}
Two more integrations give $\Lambda_5(y)-\Lambda_5(-y)=y^5/120+\pi^2y^3/36+7\pi^4y/360$. The fourth moment is $24a^5\Lambda_5(c/a)$, and if terms of order $e^{-c/a}$ are dropped,
\begin{equation}
\langle s^2\rangle=\frac35\,\frac{c^4+\frac{10}{3}\pi^2a^2c^2+\frac73\pi^4a^4}{c^2+\pi^2a^2}=\frac35c^2+\frac75\pi^2a^2,
\end{equation}
because the numerator factors as $(c^2+\pi^2a^2)(c^2+\frac73\pi^2a^2)$.

A shell of radius $s$ contributes $1/r$ outside and $1/s$ inside, so
\begin{equation}
V_F(r)=-K\left[\frac{Q(r)}{r}+\int_r^\infty4\pi s\rho\,ds\right],\qquad Q(r)=\int_0^r4\pi s^2\rho\,ds .
\label{VF}
\end{equation}
Differentiating, the two terms $4\pi r\rho$ cancel and $V_F'=KQ/r^2$. Writing $Q=1-\int_r^\infty4\pi s^2\rho\,ds$, the $L_1$ terms cancel and the $L_2$ terms combine as $-2a^2+a^2$:
\begin{equation}
V_F(r)=-K\left[\frac1r-4\pi\rho_0\left(a^2L_2+\frac{2a^3L_3}{r}\right)\right].
\label{VFclosed}
\end{equation}
Form \eqref{VFclosed} cancels badly as $r\to0$ and needs polylogarithms on both sides of $r=c$, so the working form is \eqref{VF}: a four-point Gauss--Legendre rule on each grid interval and two cumulative sums give $V_F$ at all grid points in linear time. The program asserts $Q(r_{\max})=1$, the agreement of \eqref{VF} with \eqref{VFclosed} at five radii on both sides of the surface, and the formula for $\langle s^2\rangle$.

\section{The Uehling potential}

\subsection{From the polarization function to Yukawa potentials}

The one input taken from quantum electrodynamics is the one-loop electron contribution to the photon propagator. For a static source it multiplies the Coulomb interaction $4\pi/q^2$ by $1+\Pi(q^2)$, where
\begin{equation}
\Pi(q^2)=\frac{2\alpha}{\pi}\int_0^1x(1-x)\ln\!\left[1+x(1-x)q^2\lambda^2\right]dx .
\label{Pi}
\end{equation}
The charge is renormalized at $q=0$, so $\Pi(0)=0$ and $Z\alpha$ is the strength seen at large distance. $\Pi$ is positive: a probe inside the screening cloud sees more charge, and the correction is attractive. The loop is built from free electron propagators, which makes the result first order in $Z\alpha$.

Set $x=(1+v)/2$, so $x(1-x)=(1-v^2)/4$, and use the evenness in $v$ to replace $\int_0^1dx$ by $\int_0^1dv$. Integrate by parts with the antiderivative $(v-v^3/3)/4$; the boundary term vanishes at $v=0$ through the antiderivative and at $v=1$ through the logarithm:
\begin{equation}
\Pi=\frac{2\alpha}{\pi}\int_0^1\frac{v-v^3/3}{4}\;\frac{v\,q^2\lambda^2/2}{1+(1-v^2)q^2\lambda^2/4}\,dv .
\end{equation}
Now let $t=(1-v^2)^{-1/2}$. Then $v\,dv=dt/t^3$, $v-v^3/3=\frac23v\,(1+1/2t^2)$, $v=\sqrt{t^2-1}/t$, and the reciprocal denominator is $4t^2/(4t^2+q^2\lambda^2)$. The numerical factors multiply to $\frac14\cdot\frac23\cdot\frac12\cdot4=\frac13$, and
\begin{equation}
\Pi=\frac{2\alpha}{3\pi}\int_1^\infty w(t)\,\frac{q^2}{q^2+\mu_t^2}\,dt,\quad w=\left(1+\frac1{2t^2}\right)\frac{\sqrt{t^2-1}}{t^2},\quad\mu_t=\frac{2t}{\lambda}.
\label{spectral}
\end{equation}
The variable $t$ is the invariant mass of the pair in units of its threshold $2m_ec^2$. Multiplying by $4\pi/q^2$ turns each term into $4\pi/(q^2+\mu_t^2)$, the transform of $e^{-\mu_td}/d$. A unit point charge at distance $d$ thus produces the extra potential $-(K/d)(2\alpha/3\pi)\chi_1(2d/\lambda)$, with
\begin{equation}
\chi_n(x)=\int_1^\infty w(t)\,t^{1-n}e^{-xt}\,dt .
\end{equation}

For a spherical distribution the angle integral is elementary. From $d^2=r^2+s^2-2rsu$, with $u$ the cosine of the angle, $d\,dd=-rs\,du$, so
\begin{equation}
\int d\Omega\,\frac{e^{-\mu d}}{d}=\frac{2\pi}{rs}\int_{|r-s|}^{r+s}e^{-\mu d}\,dd=\frac{2\pi}{\mu rs}\left[e^{-\mu|r-s|}-e^{-\mu(r+s)}\right].
\end{equation}
With $1/\mu_t=\lambda/2t$ the prefactor is $(2\alpha/3\pi)\cdot2\pi\cdot\lambda/2=2\alpha\lambda/3$, and the extra $1/t$ turns $\chi_1$ into $\chi_2$:
\begin{equation}
V_U(r)=-K\,\frac{2\alpha}{3}\frac{\lambda}{r}\int_0^\infty s\rho(s)\left[\chi_2\!\left(\frac{2|r-s|}{\lambda}\right)-\chi_2\!\left(\frac{2(r+s)}{\lambda}\right)\right]ds .
\label{VU}
\end{equation}

\subsection{Short-distance form of the kernel}

The substitution $t=1/\sin\varphi$ gives $\int_1^\infty\sqrt{t^2-1}\,t^{-3}dt=\int_0^{\pi/2}\cos^2\varphi\,d\varphi=\pi/4$ and $\int_1^\infty\sqrt{t^2-1}\,t^{-5}dt=\int_0^{\pi/2}\cos^2\varphi\sin^2\varphi\,d\varphi=\pi/16$. Hence $\chi_2(0)=\pi/4+\pi/32=9\pi/32$.

For $\chi_1$ split $w=1/t+(w-1/t)$. The first piece is the exponential integral, $-\ln x-\gamma_E+O(x)$. The second converges at $x=0$: $\int_1^T\sqrt{t^2-1}\,t^{-2}dt=\operatorname{arcosh}T-\sqrt{T^2-1}/T\to\ln2T-1$, and $\int_1^\infty\sqrt{t^2-1}\,t^{-4}dt/2=\frac12\int_0^1v^2dv=\frac16$, so subtracting $\ln T$ leaves $\ln2-\frac56$. For the linear term, $\chi_1'=-\int_1^\infty e^{-xt}dt-\int_1^\infty(wt-1)e^{-xt}dt$. The first integral is $e^{-x}/x=1/x-1+O(x)$. In the second, $wt-1=O(t^{-4})$, so $x$ may be set to zero; with $\int_1^T\sqrt{t^2-1}\,t^{-1}dt\to T-\pi/2$ and $\frac12\cdot\frac\pi4$ from the $1/2t^2$ term it equals $T-\pi/2+\pi/8-(T-1)=1-3\pi/8$. Thus $\chi_1'=-1/x+3\pi/8+O(x)$, and
\begin{equation}
\chi_1\!\left(\frac{2d}{\lambda}\right)=\ln\frac{\lambda}{d}-\gamma_E-\frac56+\frac{3\pi d}{4\lambda}+O\!\left(\frac{d^2}{\lambda^2}\right).
\label{short}
\end{equation}
Since $\chi_2'=-\chi_1$, the kernel $\chi_2(x)$ contains a term $x\ln x$, and the integrand of \eqref{VU} has an infinite slope at $s=r$.

The radial Dirac equations, the point-nucleus levels, and the electrostatic and Uehling potentials of a Fermi charge are now in hand. It remains to evaluate the Uehling potential numerically, to solve the radial equations and check the solution, and to apply the method to muonic lead.

Numbers in the example were calculated in double precision.
